\section*{The ionic part of a clamped Pockels coefficient from lattice modes}

\section{What is held fixed}

\textbf{Q.} You want to compute how a slow electric field changes the refractive index of a ferroelectric film, and you propose to use Raman and infrared data. Those describe vibrations. A slow field makes nothing vibrate. Why should frequencies enter at all?

\textbf{A.} Because a slow field displaces the ions, and the displacement is set by the same force constants that set the frequencies. To make this precise, I take an insulating crystal with one polarization domain, its cell shape held fixed, and its ions classical and at rest in a stable equilibrium. Fixed cell shape is the meaning of ``clamped''. In practice the field varies too fast for the sample to deform, yet slowly compared with the optical phonons. The light has a frequency far above the phonons and far below the electronic gap.

Let $\tau_a$ be the ionic displacements from equilibrium, where $a$ stands for an ion and a Cartesian direction together. Let $F(\tau,E)$ be the electric enthalpy per cell of volume $\Omega$, with the electrons relaxed. Its first derivatives are the force on the ions and the polarization $P$:
\begin{equation}
f_a=-\frac{\partial F}{\partial\tau_a},\qquad
\Omega P_\gamma=-\frac{\partial F}{\partial E_\gamma}.
\label{first}
\end{equation}
Here $E$ is the macroscopic field inside the crystal. I use SI units.

\textbf{Q.} And the second derivatives?

\textbf{A.} There are three kinds, all taken at $\tau=0$, $E=0$:
\begin{align}
K_{ab}&=\frac{\partial^2F}{\partial\tau_a\partial\tau_b},\qquad
Z_{\gamma a}=-\frac{\partial^2F}{\partial E_\gamma\partial\tau_a},\\
\chi_{ij}&=-\frac{1}{\Omega\varepsilon_0}
\frac{\partial^2F}{\partial E_i\partial E_j}
=\frac{1}{\varepsilon_0}\frac{\partial P_i}{\partial E_j}\bigg|_{\tau}.
\end{align}
$K$ holds the force constants at zero macroscopic field, $Z$ the Born charges, and $\chi$ the electronic susceptibility at fixed ions. Since the two derivatives in $Z$ can be taken in either order, (\ref{first}) gives
\begin{equation}
Z_{\gamma a}=\Omega\frac{\partial P_\gamma}{\partial\tau_a}
=\frac{\partial f_a}{\partial E_\gamma}.
\label{born}
\end{equation}
A Born charge is thus both a dipole per displacement and a force per field.

\textbf{Q.} Light is not static. Why may its response be described by this $\chi$?

\textbf{A.} The ions cannot follow the light, so $\chi$ at fixed ions is the right object. Using its static value also neglects electronic dispersion, which requires the light to be far below the gap. If dispersion matters, $\chi$ and its derivatives should be taken at the light frequency; the chain rule used below is unchanged.

\section{From permittivity to the Pockels tensor}

\textbf{Q.} A Pockels coefficient refers to the inverse permittivity. Where does its sign come from?

\textbf{A.} The definition is $\Delta(\varepsilon^{-1})_{ij}=\sum_\gamma r_{ij\gamma}E_\gamma$, with relative optical permittivity $\varepsilon=1+\chi$. Differentiating $\varepsilon\,\varepsilon^{-1}=1$ gives
\begin{equation}
d\varepsilon\,\varepsilon^{-1}+\varepsilon\,d(\varepsilon^{-1})=0
\quad\Rightarrow\quad
d(\varepsilon^{-1})=-\varepsilon^{-1}\,d\varepsilon\,\varepsilon^{-1}.
\end{equation}
In the principal axes of the unperturbed crystal, $(\varepsilon^{-1})_{ij}=\delta_{ij}/n_i^2$. Because $d\varepsilon=d\chi$,
\begin{equation}
r_{ij\gamma}=-\frac{1}{n_i^2n_j^2}\frac{d\chi_{ij}}{dE_\gamma}.
\label{rchi}
\end{equation}
The coefficient $r_{ij\gamma}$ is positive when $\chi_{ij}$ falls as $E_\gamma$ increases. In other axes the two factors $\varepsilon^{-1}$ must be kept as matrices.

\textbf{Q.} The field also distorts the electrons directly. Are you about to attribute that to the ions?

\textbf{A.} No, the total derivative separates the two:
\begin{equation}
\frac{d\chi_{ij}}{dE_\gamma}=
\frac{\partial\chi_{ij}}{\partial E_\gamma}\bigg|_{\tau}
+\sum_a\frac{\partial\chi_{ij}}{\partial\tau_a}\bigg|_{E=0}
\frac{d\tau_a}{dE_\gamma}.
\label{chain}
\end{equation}
For the first term, write the quadratic polarization at fixed ions as $P^{(2)}_i=\varepsilon_0\sum_{jk}\chi^{(2)}_{ijk}E_jE_k$, with $\chi^{(2)}$ symmetric in $j,k$. Differentiation with respect to $E_j$ gives $2\varepsilon_0\sum_k\chi^{(2)}_{ijk}E_k$, so $\partial\chi_{ij}/\partial E_\gamma=2\chi^{(2)}_{ij\gamma}$ and
\begin{equation}
r^{\rm el}_{ij\gamma}=-\frac{2\chi^{(2)}_{ij\gamma}}{n_i^2n_j^2}.
\end{equation}
The second term in (\ref{chain}) is the ionic part. The clamped coefficient is their sum.

\section{The displacement and its modes}

\textbf{Q.} How do you find $d\tau/dE$? Ferroelectrics are strongly anharmonic, and I do not trust springs.

\textbf{A.} The ions stay in balance as the field grows: $f_a(\tau(E),E)=0$. The derivative of this condition at $E=0$ is
\begin{equation}
-\sum_bK_{ab}\frac{d\tau_b}{dE_\gamma}+Z_{\gamma a}=0.
\label{balance}
\end{equation}
No harmonic energy was assumed. Higher derivatives of $F$ affect the second order in $E$, but not this first derivative. Anharmonicity still matters, since it decides where the equilibrium lies and hence the values of $K$, $Z$ and $\partial\chi/\partial\tau$ there.

\textbf{Q.} You cannot invert $K$. Moving the whole crystal costs nothing.

\textbf{A.} True, but the field does not push on that motion. A rigid shift leaves the dipole of a neutral cell unchanged, so the Born charges summed over ions vanish, and by (\ref{born}) so does the total force. Equation (\ref{balance}) therefore has a solution, unique up to a rigid shift, and a rigid shift does not change $\chi$.

Now introduce the zone-centre modes, with $M$ the diagonal mass matrix:
\begin{equation}
KU_m=\omega_m^2MU_m,\qquad U_n^{T}MU_m=\delta_{nm}.
\label{eig}
\end{equation}
The matrix $M^{-1/2}KM^{-1/2}$ is real and symmetric, so these vectors form a complete set. Expand $d\tau/dE_\gamma=\sum_mc_{m\gamma}U_m$, insert this in (\ref{balance}) and multiply by $U_n^T$:
\begin{equation}
\sum_mc_{m\gamma}\,U_n^TKU_m=\omega_n^2c_{n\gamma}
=\sum_aZ_{\gamma a}U_{na}\equiv p_{n\gamma}.
\end{equation}
The quantity $p_{n\gamma}$ is the mode polarity, which sets the infrared strength. For every optical mode $c_{n\gamma}=p_{n\gamma}/\omega_n^2$, and hence
\begin{equation}
\frac{d\tau_a}{dE_\gamma}=\sum_m\frac{U_{ma}\,p_{m\gamma}}{\omega_m^2}.
\label{disp}
\end{equation}
The three translations are left out, as just justified.

\textbf{Q.} Then what is the ionic coefficient?

\textbf{A.} Define the Raman susceptibility of a mode at zero macroscopic field,
\begin{equation}
\alpha^m_{ij}=\sqrt{\Omega}\sum_a
\frac{\partial\chi_{ij}}{\partial\tau_a}\bigg|_{E=0}U_{ma}.
\end{equation}
Putting (\ref{disp}) into the second term of (\ref{chain}) gives $\Omega^{-1/2}\sum_m\alpha^m_{ij}p_{m\gamma}/\omega_m^2$, and (\ref{rchi}) then gives
\begin{equation}
r^{\rm ion}_{ij\gamma}=-\frac{1}{\sqrt{\Omega}\,n_i^2n_j^2}
\sum_m\frac{\alpha^m_{ij}\,p_{m\gamma}}{\omega_m^2}.
\label{result}
\end{equation}

\textbf{Q.} An eigenvector has no definite sign, and I have seen a factor $4\pi$ here.

\textbf{A.} Reversing $U_m$ reverses both $\alpha^m$ and $p_m$, so their product is safe. Their relative sign is physical, however, and it is lost if one knows only the Raman and infrared intensities of these transverse modes, which are quadratic in $\alpha$ and $p$. Raman intensities of longitudinal modes can add sign information, because there the macroscopic field mixes the transverse modes and adds an electronic term. The $4\pi$ belongs to Gaussian susceptibilities: there $\varepsilon=1+4\pi\chi_{\rm G}$, so $\chi=4\pi\chi_{\rm G}$, and an $\alpha$ built from $\chi_{\rm G}$ needs the extra factor.

The SI units confirm the powers. The factor $\alpha/\sqrt\Omega$ has unit $\mathrm{m^{-1}\,kg^{-1/2}}$, $p$ has $\mathrm{C\,kg^{-1/2}}$, and $\omega^{-2}$ has $\mathrm{s^2}$. The product $\mathrm{C\,s^2\,kg^{-1}\,m^{-1}}$ is $\mathrm{m/V}$.

\section{Objections from limiting cases}

\textbf{Q.} Ionic masses enter your frequencies. How can a static displacement know about inertia?

\textbf{A.} It cannot, and the sum does not. Equation (\ref{balance}) contains no mass, and (\ref{disp}) is its solution up to a rigid shift. Changing a mass can redistribute the total among the modes, but it leaves the total alone.

\textbf{Q.} A centrosymmetric crystal has infrared-active modes. Does (\ref{result}) give it a Pockels effect?

\textbf{A.} No. Under inversion a polar mode coordinate $Q$ changes sign, while the second-rank tensor $\chi$ does not. If the crystal has inversion symmetry, $\chi(Q)=\chi(-Q)$ and the linear derivative is zero, so $\alpha^m=0$. Even modes may have $\alpha^m\neq0$, but their dipole is zero. Every product vanishes.

\textbf{Q.} So the effect needs broken inversion symmetry. In a ferroelectric whose undistorted state is centrosymmetric, the polar distortion $s_0$ provides it. Does the effect fade smoothly as $s_0$ shrinks?

\textbf{A.} Not necessarily. Take a mean-field model with one coordinate, $F=-As^2/2+Bs^4/4-ZsE$, and $\chi=\chi_0-\beta s^2$, with $A,B>0$. At zero field $s_0^2=A/B$, and the curvature is $-A+3Bs_0^2=2Bs_0^2$. The Raman derivative is $-2\beta s_0$, so
\begin{equation}
r^{\rm ion}=-\frac{1}{n^4}(-2\beta s_0)\frac{Z}{2Bs_0^2}
=\frac{\beta Z}{n^4Bs_0}.
\end{equation}
When $s_0$ shrinks because $A\to0$ at fixed $B$, the Raman factor falls as $s_0$, but the restoring force falls as $s_0^2$, so the coefficient grows. If $s_0$ shrinks instead because $B$ grows at fixed $A$, the curvature stays at $2A$ and the coefficient, $\beta Zs_0/(n^4A)$, fades. The linear law then holds over a shrinking range: the displacement $ZE/(2Bs_0^2)$ must be small compared with $s_0$, so $|E|\ll2Bs_0^3/|Z|$. At $s_0=0$ with $A=0$ there is no stable harmonic equilibrium and (\ref{result}) does not apply. Thermal and quantum fluctuations, absent here, also matter near such a point.

\textbf{Q.} What if the modulating field oscillates?

\textbf{A.} For a time factor $e^{-i\omega t}$ without damping, inertia adds $-\omega^2M$ to $K$ in (\ref{balance}). The same projection gives $(\omega_m^2-\omega^2)c_{m\gamma}=p_{m\gamma}$. Each denominator becomes $\omega_m^2-\omega^2$, and the static result is the limit $\omega\ll\omega_m$. Near a resonance, damping must be included.

\textbf{Q.} A field applied across a film points along the film normal. Should I not use longitudinal frequencies?

\textbf{A.} Not with $E$ as the variable. The coefficient is a response to the field inside the film, so the force constants are those at fixed $E$, and their frequencies are the transverse ones. Longitudinal force constants describe fixed displacement field $D$. Let the field lie along a polar axis $z$ that does not couple to the other directions, and write $Z_z$ for the column of Born charges $Z_{za}$. Let $D$ denote the change of the displacement field from its value at $E=0$, so that the spontaneous polarization drops out. From
\begin{equation}
D=\varepsilon_0\varepsilon_\infty E+\frac{Z_z^T\tau}{\Omega},
\qquad K\tau=Z_zE,
\end{equation}
where $\varepsilon_\infty$ is the optical permittivity along $z$, elimination of $E$ gives
\begin{equation}
K_{\rm L}\tau=\frac{Z_zD}{\varepsilon_0\varepsilon_\infty},\qquad
K_{\rm L}=K+\frac{Z_zZ_z^T}{\Omega\varepsilon_0\varepsilon_\infty}.
\end{equation}
The displacement is the same as before, provided the driving term contains $D=\varepsilon_0\varepsilon_{\rm s}E$, with $\varepsilon_{\rm s}$ the static clamped permittivity. The factor beside $Z_z$ is then $E\varepsilon_{\rm s}/\varepsilon_\infty$. Someone who uses longitudinal modes but leaves plain $E$ there obtains a displacement, and an ionic coefficient, too small by the factor $\varepsilon_\infty/\varepsilon_{\rm s}$.

\section{A crystal in which everything can be computed}

\textbf{Q.} Show me a case where the answer is found without modes.

\textbf{A.} Take a model ferroelectric with ions A, B, X and one electronic shell per cell. Let $s=u_B-u_X$, $t=u_A-u_X$, and let $v$ be the shell displacement from X. The energy per cell is
\begin{align}
W={}&-\tfrac a2s^2+\tfrac{b_1}{4}s^4
+\tfrac{b_2}{2}\sum_{i<j}s_i^2s_j^2
+\tfrac{k_t}{2}t^2+k_{st}\,s\cdot t\nonumber\\
&+\tfrac{k_e}{2}v^2+c\,s\cdot v+\tfrac h4v^4
+\tfrac{g_1}{2}s^2v^2\nonumber\\
&+\tfrac{g_2}{2}(s\cdot v)^2+g_3(s\cdot v)(t\cdot v).
\end{align}
The field adds $-E\cdot(Q_Bs+Q_At+Yv)$. The round parameters are listed in the numerical output; they stand for no particular material. This energy is meant for small displacements only: the $g_3$ term leaves it without a lower bound at large ones, and the polar state used here is a local minimum. The negative $s^2$ term, reinforced by the couplings $k_{st}$ and $c$, makes the centred arrangement unstable. The crystal is therefore polar, with $s=0.208$, $t=-0.052$ and $v=-0.046$~\AA{} along $z$.

The susceptibility comes from the shell stiffness $\partial^2W/\partial v^2$. Along $z$ it is $k_e+3hv^2+(g_1+g_2)s^2+2g_3st$; across, it is $k_e+hv^2+g_1s^2$. In eV/\AA$^2$ these are
\begin{align}
12+0.13+1.73-0.22&=13.64,\\
12+0.04+0.43&=12.47.
\end{align}
The shell is stiffer along $z$, which is why $n_z=2.078$ is below $n_x=2.151$.

\textbf{Q.} Now one coefficient, with the arithmetic.

\textbf{A.} Consider $r_{33}=r_{zz,z}$. Two optical modes are polarized along $z$, at 139 and 365~cm$^{-1}$. In the units \AA, eV, $e$ and atomic mass unit u, $\sqrt\Omega=8$ and $n_z^4=18.64$. Equation (\ref{result}) gives
\begin{align}
\text{139 cm}^{-1}:\;&
\frac{2.327\times0.2757}{8\times18.64\times0.07113}=0.0605,\\
\text{365 cm}^{-1}:\;&
\frac{6.922\times1.128}{8\times18.64\times0.4898}=0.1069,
\end{align}
in \AA/V. The minus sign has cancelled against the negative $\alpha_{zz}$ of both modes when $p_z>0$: a mode displacement whose dipole points along $+z$ lowers $\chi_{zz}$. Since $1$~\AA/V is 100~pm/V, the parts are 6.05 and 10.69~pm/V, and their sum is 16.74~pm/V.

\textbf{Q.} The soft mode gives less than the hard one?

\textbf{A.} Here, yes. Its $\omega^2$ is 6.9 times smaller, but its product $\alpha_{zz}p_z$ is 12 times smaller. For $r_{51}=r_{xz,x}$, where a field along $x$ tilts the optical axes, the order is reversed: the mode at 98~cm$^{-1}$ gives 10.79 and the one at 327~cm$^{-1}$ gives 4.99~pm/V. A low frequency alone does not identify the main contributor.

\textbf{Q.} And the road without modes?

\textbf{A.} Apply small fields of both signs, relax ions and shell with the full anharmonic energy, obtain the optical permittivity from induced shell dipoles at fixed ions, invert it and take the difference. Repeat with the ions clamped and subtract. This gives 16.74~pm/V for the ionic $r_{33}$. Over all 27 tensor components, the largest disagreement with the mode sum is $6\times10^{-6}$ of the largest ionic component.

The clamped calculation gives an electronic part of 2.11~pm/V, so the total $r_{33}$ is 18.85~pm/V and the ions supply 89\% of it. For $r_{13}=r_{xx,z}$ the ionic and electronic parts are 4.64 and 0.73~pm/V; for $r_{51}$ they are 15.78 and 0.79~pm/V.

\textbf{Q.} Did your limiting cases survive numbers?

\textbf{A.} Those tested did. Doubling the mass of A changes the two parts of $r_{33}$ to 5.30 and 11.44~pm/V, while the sum stays at 16.74~pm/V. In the centrosymmetric arrangement the derivatives of $\chi$ vanish within numerical accuracy, although the Born charges do not. The longitudinal substitution gives 4.92~pm/V, which is 0.294 of the correct value; the permittivity ratio is $4.318/14.69=0.294$. At a modulation frequency of 100~GHz the undamped ionic $r_{33}$ rises by a relative $2.6\times10^{-4}$, so the static value serves well there for this coefficient of the model, as long as damping is negligible. The growth at small $s_0$ was derived for one coordinate and was not tested numerically.

\textbf{Q.} What would a modulator see?

\textbf{A.} For light polarized along $z$, $\varepsilon^{-1}=n_z^{-2}$, so $-2n_z^{-3}\Delta n_z=r_{33}E_z$ and
\begin{equation}
\Delta n_z=-\tfrac12n_z^3r_{33}E_z.
\end{equation}
With the total coefficient and $E_z=1$~V/\textmu m $=10^6$~V/m,
\begin{equation}
\Delta n_z=-\tfrac12(8.972)(18.85\times10^{-12})(10^6)
=-8.456\times10^{-5}.
\end{equation}
Direct relaxation in this field gives $-8.453\times10^{-5}$. The relative difference, about $4\times10^{-4}$, is plausibly the quadratic response, but I have not isolated it.

\textbf{Q.} May I take such a number straight to a real film?

\textbf{A.} Not these numbers, which belong to a model. A coefficient computed for the film's own material may be used if the film meets the assumptions. If it can deform, the field also produces strain, and strain changes $\chi$; that contribution must be added. If the undistorted state is centrosymmetric, a domain and its inversion image have opposite polarization and, because inversion reverses a third-rank tensor, opposite coefficients; present in equal amounts, they cancel the averaged linear effect. If the undistorted state itself lacks inversion symmetry, opposite domains are related by another operation, and the components that the undistorted state already allows can survive the average. The field must also be the one inside the film. With an insulating layer in series, let $E_{\rm f}$ and $E_{\rm l}$ be the field changes caused by the voltage, where f and l denote film and layer. The permittivities $\varepsilon_{\rm f}$ and $\varepsilon_{\rm l}$ are the static ones, which include the ionic response; for the clamped film, $\varepsilon_{\rm f}=\varepsilon_{\rm s}$. If the free charge at the interface stays fixed, the change of $D$ is the same on both sides; the spontaneous polarization drops out, and $\varepsilon_{\rm f}E_{\rm f}=\varepsilon_{\rm l}E_{\rm l}$. The voltage is $V=E_{\rm f}d_{\rm f}+E_{\rm l}d_{\rm l}$ for thicknesses $d_{\rm f}$ and $d_{\rm l}$, hence
\begin{equation}
E_{\rm f}=\frac{V}{d_{\rm f}+d_{\rm l}\,\varepsilon_{\rm f}/\varepsilon_{\rm l}}.
\end{equation}
A thin layer of low permittivity can therefore take much of the voltage. That reduces the index change through $E_{\rm f}$; it does not change the coefficient.

\section*{Table of computed values}
\begin{verbatim}
a, b1, b2 = 1.5, 60.0, 50.0 (eV/A^2, eV/A^4, eV/A^4)
kt, kst, ke, c = 8.0, 2.0, 12.0, 3.0 eV/A^2
h, g1, g2, g3 = 20.0, 10.0, 30.0, 10.0 eV/A^4
QA, QB, Y = 2.0, 4.0, -4.0 e; volume = 64.0 A^3
masses A, B, X = 100.0, 50.0, 50.0 u
equilibrium s, t, v along z = 0.20777, -0.05249, -0.04600 A
cell dipole along z = 0.9101 e A
n_x = 2.15095, n_z = 2.07789
Born charges xx A, B, X = 1.9694, 4.8778, -6.8472 e
Born charges zz A, B, X = 1.9439, 4.6699, -6.6139 e
mode z1: wavenumber = 139.07 cm^-1
  w^2 = 0.071127 eV/(A^2 u), p = 0.27569 e/u^0.5
  alpha_xx, alpha_zz = -0.96108, -2.32697 (A/u)^0.5
  part of r13, r33 = 2.1754, 6.0478 pm/V
mode z2: wavenumber = 364.96 cm^-1
  w^2 = 0.489825 eV/(A^2 u), p = 1.12819 e/u^0.5
  alpha_xx, alpha_zz = -1.83375, -6.92179 (A/u)^0.5
  part of r13, r33 = 2.4665, 10.6900 pm/V
mode x1: wavenumber = 97.84 cm^-1
  w^2 = 0.035203 eV/(A^2 u), p = 0.46837 e/u^0.5
  alpha_xz = -1.29597 (A/u)^0.5
  part of r51 = 10.7897 pm/V
mode x2: wavenumber = 326.65 cm^-1
  w^2 = 0.392376 eV/(A^2 u), p = 1.11038 e/u^0.5
  alpha_xz = -2.81915 (A/u)^0.5
  part of r51 = 4.9922 pm/V
r13 ionic: mode sum 4.6419, finite field 4.6419 pm/V
r13 electronic 0.7331, total 5.3749 pm/V
r33 ionic: mode sum 16.7378, finite field 16.7379 pm/V
r33 electronic 2.1133, total 18.8512 pm/V
r51 ionic: mode sum 15.7819, finite field 15.7820 pm/V
r51 electronic 0.7855, total 16.5675 pm/V
largest mismatch / largest ionic component = 6.4e-06
mass of A changed to 200.0 u: r33 parts = 5.2974, 11.4404 pm/V
  their sum = 16.7378 pm/V
eps_zz optical = 4.3176, static = 14.6858
ionic r33 with longitudinal modes = 4.9209 pm/V
  ratio to correct value = 0.29400
modulation frequency = 100 GHz
  relative change of ionic r33 = 2.613e-04
field along z = 1.0 V/micrometre
  index change: direct -8.4531e-05, formula -8.4562e-05
\end{verbatim}
